# Convexity and Fractional Occupation in Reduced and Full Hartree-Fock Theory, part 2

Consider $N$ electrons, $N$ an integer, in a real, spin-independent potential energy $V(\mathbf r)$, in SI units, with $h=-\frac{\hbar^2}{2m}\nabla^2+V$. A state is a density matrix $\gamma$ on two-component spinors. The admissible set $\mathcal A$ requires $0\le\gamma\le1$, $\operatorname{Tr}\gamma=N$ and finite energy. Eigenvalues of $\gamma$ are occupations; a projection is a single Slater determinant. Write $x=(\mathbf r,\sigma)$, with $\int dx$ including the spin sum, $\rho(\mathbf r)=\sum_\sigma\gamma(\mathbf r\sigma,\mathbf r\sigma)$, $w(\mathbf r,\mathbf r')=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$, and

$$D(f,g)=\iint f(\mathbf r)\,w(\mathbf r,\mathbf r')\,g(\mathbf r')\,d^3r\,d^3r',\qquad v_\rho(\mathbf r)=\int w(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r'.$$

The reduced Hartree-Fock (rHF) energy omits exchange:

$$E(\gamma)=\operatorname{Tr}h\gamma+\tfrac12D(\rho,\rho).\tag{1}$$

**Earlier rHF results.**

(a) $D(f,f)>0$ for every nonzero difference $f$ of admissible densities.

(b) For $\gamma_t=(1-t)\gamma_0+t\gamma_1$,

$$E(\gamma_t)=(1-t)E(\gamma_0)+tE(\gamma_1)-\tfrac12t(1-t)\,D(\rho_1-\rho_0,\rho_1-\rho_0).\tag{3}$$

So $E$ is convex and all minimizers share one density.

(c) With $H_\gamma=h+v_\rho$,

$$E(\gamma')-E(\gamma)=\operatorname{Tr}H_\gamma(\gamma'-\gamma)+\tfrac12D(\rho'-\rho,\rho'-\rho).\tag{4}$$

If $H_\gamma$ has at least $N$ eigenvalues below its essential spectrum, the minimizers satisfy

$$\gamma=P_<+\delta,\qquad 0\le\delta\le P_0,\qquad \operatorname{Tr}\delta=N-\operatorname{Tr}P_<,\tag{5}$$

where $P_<,P_0$ project onto levels of $H_\gamma$ below and at the Fermi level. For a trial $\gamma$, with $\gamma_{\rm fill}$ minimizing $\operatorname{Tr}H_\gamma\gamma'$ at fixed $H_\gamma$,

$$\operatorname{Tr}H_\gamma(\gamma-\gamma_{\rm fill})\ \ge\ E(\gamma)-E_{\min}\ \ge\ \tfrac12D(\rho-\rho_{\min},\rho-\rho_{\min}).\tag{6}$$

(d) For central $V$ and one electron in a Fermi-level shell, $l=1$ or $2$, above full shells, the spin-traced occupation matrix $M_{ab}=\sum_\sigma\delta_{a\sigma,b\sigma}$ in real orbitals obeys

$$\operatorname{Re}M=\frac{1}{2l+1}\mathbb 1.\tag{7}$$

One spinor gives rank at most 4, or 2 with fixed spin direction. Fractions are therefore necessary in a d shell, but in a p shell only with fixed spin direction.

The oscillator levels in the final table belong to an earlier example, $-\hbar^2\nabla^2/2m+\frac12m\omega^2r^2$.

**Present problem.** Full Hartree-Fock (HF) adds exchange, with every spinor free and no symmetry imposed:

$$E_{\rm HF}(\gamma)=E(\gamma)-\tfrac12\iint w(\mathbf r,\mathbf r')\,|\gamma(x,x')|^2\,dx\,dx'.\tag{8}$$

### (f) Find the energy change when occupation $t$ is moved from an orbital $b$ to an orthogonal orbital $a$.

**Solution.** Let $\delta=\gamma'-\gamma$, and define the Fock operator $F_\gamma=h+v_\rho-K_\gamma$, where

$$(K_\gamma\varphi)(x)=\int w(\mathbf r,\mathbf r')\gamma(x,x')\varphi(x')\,dx'.$$

The exchange term in (8) is quadratic in $\gamma$. Its cross term with $\delta$ is $-\operatorname{Tr}K_\gamma\delta$, so

$$E_{\rm HF}(\gamma+\delta)-E_{\rm HF}(\gamma)=\operatorname{Tr}F_\gamma\delta+\tfrac12G(\delta,\delta),\tag{9}$$

$$G(A,B)=D(\rho_A,\rho_B)-\iint w(\mathbf r,\mathbf r')A(x,x')B(x',x)\,dx\,dx'.$$

Take normalized $a,b$ with $\langle a|b\rangle=0$, and $\delta=t(|a\rangle\langle a|-|b\rangle\langle b|)$. For a single orbital, direct and exchange terms are equal, so $G(|a\rangle\langle a|,|a\rangle\langle a|)=0$. This is the cancellation of self-repulsion, absent from rHF. The mixed term is $G(|a\rangle\langle a|,|b\rangle\langle b|)=J_{ab}-K_{ab}$, with

$$J_{ab}=\iint w|a(x)|^2|b(x')|^2dx\,dx',\qquad K_{ab}=\iint w\,a(x)b^*(x)a^*(x')b(x')\,dx\,dx'.$$

It occurs twice with a minus sign, so $G(\delta,\delta)=-2t^2(J_{ab}-K_{ab})$. With $F_{aa}=\langle a|F_\gamma|a\rangle$ and likewise $F_{bb}$,

$$\Delta E_{\rm HF}=t(F_{aa}-F_{bb})-t^2(J_{ab}-K_{ab}).\tag{10}$$

The sign of the quadratic term follows from

$$J_{ab}-K_{ab}=\tfrac12\iint w\,|a(x)b(x')-b(x)a(x')|^2dx\,dx' .\tag{11}$$

Expanding the square gives two equal terms $J_{ab}$ and two cross terms, each contributing $-K_{ab}$. The factor $\frac12$ leaves one of each. The integral could vanish only if $a(x)b(x')=b(x)a(x')$ almost everywhere. Multiplying by $b^*(x')$ and integrating would then give $a(x)=b(x)\langle b|a\rangle=0$, which is impossible. Thus $J_{ab}>K_{ab}$.

The HF energy is therefore strictly concave along a transfer between two orthogonal orbitals. It is not a convex function on $\mathcal A$, and the uniqueness argument of (b) is unavailable.

### (g) Show that an HF minimizer is a projection, and that every empty Fock eigenvalue lies above every filled one. When does this fail?

**Solution.** Suppose that a minimizer $\gamma$ is not a projection. Its occupations sum to the integer $N$. After the occupations equal to 1 are removed, the fractional ones still sum to an integer, so there cannot be just one. Choose two orthonormal eigenvectors $a,b$ of $\gamma$ with occupations strictly between 0 and 1. Small transfers of either sign stay in $\mathcal A$. Choose the sign of $t$ so that the linear term in (10) is not positive. The quadratic term is strictly negative, so the energy falls. This contradiction shows that $\gamma$ is a projection.

Now let $i$ be any orbital in the filled space and $a$ any finite-energy orbital orthogonal to that space. Rotate $i$ into $\cos\theta\,i+e^{i\alpha}\sin\theta\,a$. By (9), the first-order change is $2\theta\operatorname{Re}(e^{i\alpha}\langle i|F_\gamma|a\rangle)$. At a minimum it must vanish for both signs of $\theta$ and all $\alpha$, so $\langle i|F_\gamma|a\rangle=0$. The filled space is thus spanned by eigenvectors of $F_\gamma$.

A full transfer, $b=i$ and $t=1$ in (10), is also admissible and cannot lower the energy. For eigenvectors with eigenvalues $\varepsilon_i$ and $\varepsilon_a$ this reads

$$\varepsilon_a-\varepsilon_i\ge J_{ia}-K_{ia}>0.\tag{12}$$

A degenerate Fock level therefore cannot be left partly filled, whereas in rHF a degenerate Fermi level can. An HF state may still hold one electron in a 3d shell, but the filled 3d orbital then lies below the empty ones. The filled electron does not feel its own repulsion, whereas an empty orbital feels the repulsion of all $N$ electrons. That asymmetry separates the levels.

The result depends on the freedom of the orbitals. If both spins must use the same spatial density matrix, $\gamma=\gamma_s\otimes\mathbb 1_2$, a projection has even trace. An odd $N$ then forces fractions. If $\gamma$ must have a spherical density, one electron in a d shell above full shells forces fractions by (7). Non-integer $N$ leaves one fractional occupation possible even without restrictions.

### (h) Compare rHF and HF halfway between two integer states that differ only in one orbital.

**Solution.** Let $\gamma_0$ contain $b$ and $\gamma_1$ contain $a$, with all other orbitals the same. In rHF, (3) at $t=\frac12$ gives

$$E_{\rm mid}-\tfrac12(E_0+E_1)=-\tfrac18D(\rho_a-\rho_b,\rho_a-\rho_b).\tag{13}$$

The steps leading to (3) use only that the energy is linear plus half a quadratic form. They hold for HF with $D$ replaced by $G$. Here $G(\gamma_1-\gamma_0,\gamma_1-\gamma_0)=-2(J_{ab}-K_{ab})$, so

$$E_{\rm HF,mid}-\tfrac12(E_{\rm HF,0}+E_{\rm HF,1})=+\tfrac14(J_{ab}-K_{ab}).\tag{14}$$

Mixing lowers the rHF energy relative to the chord if the densities differ. In HF it raises the energy. If $|a|^2$ and $|b|^2$ have equal spin-summed densities, the rHF energy is linear along the segment, which is how different density matrices can share the minimum.

### (i) Find the rHF state of the free ion Fe$^{7+}$ and test it without imposing spherical symmetry.

**Solution.** The ion has 19 electrons and nuclear charge number 26. The model is nonrelativistic, with a fixed point nucleus and a finite Gaussian basis of 88 functions: 15 s, 11 p and 8 d exponents, starting at $0.30\,a_0^{-2}$ with ratio 2.40, where $a_0$ is the Bohr radius. Relativity, correlation and the rest of the infinite basis are left out.

The results (a) to (d) apply within this basis. The identities are algebraic, all components of each angular momentum are present, so rotations act within the basis, and the admissible set is compact, so a minimizer exists.

Fill 1s, 2s, 2p, 3s and 3p, which takes 18 electrons, and put $\frac1{10}$ electron in each of the ten 3d spin-orbitals. Iterating the mean field to self-consistency gives

| Quantity | Energy (eV) |
|---|---|
| Total rHF energy | $-32606.5$ |
| Highest full level, 3p | $-162.33$ |
| Fermi level, 3d | $-111.05$ |
| Next empty level | $-77.64$ |

The 3d level lies $162.33-111.05=51.28$ eV above 3p and $111.05-77.64=33.41$ eV below the next level. Its five spatial orbitals agree in energy to about $10^{-9}$ eV. The state has the form (5), and is therefore the global rHF minimum in this basis. Not all digits survive a change of basis. With 38 s, 26 p and 18 d exponents (ratio 1.7, starting at $0.03\,a_0^{-2}$) the total energy falls by about 1.0 eV to $-32607.5$ eV and the next empty level moves to $-77.70$ eV, so the upper gap becomes 33.35 eV. The 3p and 3d levels change by less than 0.01 eV, and the order of the levels is unchanged.

A second calculation checks this by another route. It starts from an aspherical HF density whose rHF energy is 21.44 eV above the minimum. At each iteration it fills the levels of the current mean field with integers and then optimizes the weights of a mixture of the states kept so far. No spherical symmetry is imposed. At iteration 99 the three members of (6) are

$$1.45\times10^{-6}\ \mathrm{eV}\ \ge\ 3.3\times10^{-7}\ \mathrm{eV}\ \ge\ 4.7\times10^{-10}\ \mathrm{eV}.$$

The first is the upper bound computed from the current state. The second is its energy above the spherical solution, and the third is half the Coulomb form of the density difference. The occupations of the five spatial 3d orbitals, summed over spin, have all become 0.2000. The mixture has recovered the spherical density from an aspherical start.

### (j) What does integer occupation of the 3d shell cost in rHF?

**Solution.** Keep the other 18 electrons fixed and replace the fractional shell by one normalized 3d spinor. Every 3d orbital has the same mean-field energy, so the linear term in (4) vanishes. The cost is

$$\Delta E=\tfrac12D(\rho'-\rho,\rho'-\rho)=\tfrac12\sum_{abcd}Q_{ab}Q_{cd}(ab|cd),\qquad Q=\operatorname{Re}M-\tfrac15\mathbb1,\tag{15}$$

where $(ab|cd)=\iint\varphi_a\varphi_b\,w\,\varphi_c\varphi_d\,d^3r\,d^3r'$ for the real spatial 3d orbitals. For the single real orbital $d_{z^2}$ the cost is 0.937 eV. A numerical search over 3d spinors finds a much smaller value,

$$\Delta E_{\rm spinor}=0.0459\ \mathrm{eV}=7.36\times10^{-21}\ \mathrm{J}.$$

The ratio is $0.937/0.0459\approx20$. A spinor can spread over four real orbital components, compared with one for a real orbital, but not over five. An equal spread over the four components other than $d_{z^2}$ gives $Q=-\frac14Q_{z^2}$, where $Q_{z^2}$ is the matrix for the single orbital, and hence $0.937/16=0.0586$ eV. The optimum lies lower and has unequal weights.

A lower bound confirms that the remaining cost is not an artifact of the search. Let $\lambda$ be the smallest eigenvalue of the quadratic form $\sum Q_{ab}Q_{cd}(ab|cd)$ on real symmetric matrices, relative to $\sum_{ab}Q_{ab}^2$. It is positive because the 15 orbital products are independent. The matrix $\operatorname{Re}M$ has unit trace and at most four nonzero eigenvalues $p_j$, so

$$\sum_{ab}Q_{ab}^2=\sum_{j=1}^4p_j^2-\frac25\sum_{j=1}^4p_j+5\cdot\frac1{25}=\sum_{j=1}^4p_j^2-\frac15\ge\frac14-\frac15=\frac1{20}.$$

The inequality is Cauchy-Schwarz for four numbers of unit sum. Hence $\Delta E\ge\lambda/40$, which evaluates to 0.0353 eV. The value found by the search lies above this bound, as it must.

Both the search and the lower bound keep the other orbitals frozen. Letting them relax could reduce the cost of integer occupation, so 0.0459 eV is an upper estimate of the relaxed cost in this basis. That cost cannot reach zero: the set of integer states in a finite basis is compact, and by (d) none of them attains the minimum.

The same calculation with the 3p orbitals, used as a model shell holding one electron, shows the difference between the angular momenta. The best two-component spinor has a cost of about $10^{-16}$ eV, which is zero to numerical accuracy. With one spin component the best cost is 0.299 eV. These values agree with the rank argument.

### (k) What changes when exchange is restored?

**Solution.** First keep the rHF orbitals and mix the integer states containing $d_{z^2}$ and $d_{x^2-y^2}$, with equal spin. Their integrals are $J=27.887$ eV and $K=1.451$ eV (in the larger basis of (i), $J$ rises by 0.002 eV). Equation (14) gives

$$\tfrac14(27.887-1.451)\ \mathrm{eV}=6.609\ \mathrm{eV},$$

in agreement with the midpoint energy computed directly from the HF functional. The direct rHF calculation gives $-0.725$ eV on the same segment. Thus the same mixture is favored over the chord without exchange and penalized with it.

Next spread the electron equally over all ten 3d spin-orbitals. The closed core is spherical and has equal spin densities, so its interaction with each of them is the same. What remains inside the shell is

$$\tfrac12\sum_{a\ne b}n_an_b(J_{ab}-K_{ab}),\qquad n_a=\tfrac1{10},$$

which is positive, whereas it is zero for one full orbital. The terms $a=b$ are absent because direct and exchange self-interaction cancel. The computed cost is 12.68 eV. In HF, then, the fractional state pays for a repulsion between parts of one electron that the integer state does not contain.

Finally let all orbitals relax in an unrestricted HF calculation with real orbitals of definite spin. It converges to an integer state of energy $-33950.1$ eV. The highest filled level is at $-151.78$ eV and the gap to the lowest empty level is 28.70 eV. For this pair of orbitals $J-K=28.13$ eV, so replacing the filled orbital by the empty one, with the others frozen, costs

$$28.70-28.13=0.57\ \mathrm{eV}$$

by (10). The directly computed energy of the new determinant gives the same value. Over all pairs of filled and empty orbitals from this calculation, the smallest value of $\varepsilon_a-\varepsilon_i-(J_{ia}-K_{ia})$ is 0.52 eV, so (12) holds for each of them. This is a necessary condition for a minimum, not a sufficient one. The converged state is in fact not the global HF minimum: the calculation started with $d_{z^2}$ occupied, and starting with $d_{x^2-y^2}$ instead leads to an energy lower by 0.0014 eV in this basis.

The two densities also differ in symmetry. The electronic quadrupole $\langle3z^2-r^2\rangle$, summed over electrons, is about 1103 pm$^2$ in the HF state and zero to numerical accuracy in the rHF state. The basis has no f functions, so it omits p→f polarization of the core by the aspherical 3d electron. The HF energy, gap, swap cost and quadrupole quoted here are values for this basis, and their convergence has not been established. Rotating the HF state gives another state of the same energy with a different density. In rHF, two such states could not both be minimizers, because their equal mixture would have a lower energy. In HF, this conclusion does not follow, since exchange has removed the convexity on which it rests. The computed values are listed in the numerical output.

## Table of computed values

```
Nuclear charge number: 26 (dimensionless)
Electrons: 19 (dimensionless)
Basis functions: 88 (dimensionless)
Smallest Gaussian exponent: 0.30 bohr^-2
Ratio of successive exponents: 2.40 (dimensionless)
Number of s exponents: 15 (dimensionless)
Number of p exponents: 11 (dimensionless)
Number of d exponents: 8 (dimensionless)
rHF total energy: -32606.465 eV
rHF level 3p: -162.330 eV
rHF level 3d = Fermi level: -111.053 eV
rHF next empty level: -77.641 eV
Spread of the five 3d levels: 1.0e-09 eV
D for 3s minus 2s density, Gaussian integrals: 39.7340 eV
D for 3s minus 2s density, Fourier integral: 39.7340 eV
Random mixture t=0.3, energy below chord: 2.0893 eV
Same from the convexity identity: 2.0893 eV
J of d(z2), d(x2-y2): 27.8869 eV
K of d(z2), d(x2-y2): 1.4507 eV
rHF midpoint minus chord: -0.7253 eV
HF midpoint minus chord: 6.6091 eV
rHF cost of one full real 3d orbital: 0.9371 eV
rHF cost of best single 3d spinor: 0.0459 eV
Same in joule: 7.361e-21 J
Lower bound on that spinor cost: 0.0353 eV
Cost of best p spinor, two spin components: 1.2e-16 eV
Cost of best p orbital, one spin component: 0.2989 eV
Independent products in p shell: 6 (dimensionless)
Independent products in d shell: 15 (dimensionless)
HF cost of spreading the 3d electron: 12.6833 eV
Unrestricted HF total energy: -33950.114 eV
HF highest filled level: -151.777 eV
HF gap: 28.700 eV
HF J-K for the tested swap: 28.1344 eV
HF energy of the tested swap: 0.56524 eV
HF smallest pair margin: 0.51586 eV
rHF quadrupole <3z2-r2>: 7.4e-10 pm^2 (magnitude)
HF quadrupole <3z2-r2>: 1102.64 pm^2
Free minimization: starting excess: 21.4369 eV
Free minimization: iterations: 99 (dimensionless)
Free minimization: final excess: 3.26e-07 eV
Free minimization: upper bound on excess: 1.45e-06 eV
Free minimization: half D to spherical density: 4.65e-10 eV
Free minimization: smallest 3d occupation: 0.2000 electrons
Free minimization: largest 3d occupation: 0.2000 electrons
Oscillator level 1s: 1.5000 hbar*omega
Oscillator level 1p: 2.5000 hbar*omega
Oscillator level 2s: 3.5000 hbar*omega
Oscillator level 1d: 3.5000 hbar*omega
```
